# Proton Concentration and Steam Pressure in Acceptor-Doped Proton-Conducting Oxides

## A crystal with one vacancy

Take a small piece of an oxide with $M$ equivalent oxygen sites and two fixed acceptors, each of effective charge $-1$. When dry, it balances this charge with one empty oxygen site, a vacancy of effective charge $+2$. A water molecule can enter: its oxygen fills the vacancy with one proton attached, and the other proton joins another oxide ion. The vacancy is replaced by two hydroxyl ions, each of effective charge $+1$, and the crystal stays neutral.

The dry crystal has $M$ arrangements, one for each position of the vacancy. The wet crystal has $M(M-1)/2$, one for each pair of sites carrying the hydroxyls. Let $\kappa$ be the statistical weight of one given wet arrangement relative to one given dry arrangement. It contains the energy of the reaction and the supply of water from the gas. Then

$$\frac{P_{\rm wet}}{P_{\rm dry}}=\frac{\kappa M(M-1)/2}{M}=\frac{\kappa(M-1)}{2}.$$

Two things can be read off. With more than three sites, the number of places available favours splitting one defect into two. And since $\kappa$ will turn out to be proportional to the steam pressure $p$, the mean proton number of this small crystal rises linearly with $p$ when the steam is thin. A large crystal behaves differently: its proton number then rises as $\sqrt p$. The reason will appear in Lemma 3.

## Assumptions and statement

The oxide is ABO$_3$, with three oxygen sites per formula unit. Per formula unit there are $A$ acceptors, $h$ hydroxyl ions (called protons for short), $v$ vacancies and $o$ normal oxide ions. The reaction is

$$\mathrm{H_2O(gas)}+\text{vacancy}+\text{oxide ion}\;\rightleftharpoons\;2\,\text{hydroxyl ions}.$$

The assumptions are these.

1. The acceptors are fixed, singly charged, and $0<A<3$.
2. Vacancies, hydroxyls and oxide ions mix ideally: every arrangement with the same numbers of defects has the same free energy, and each absorbed water molecule changes this free energy by the same amount, however many have entered before. This excludes trapping at acceptors and interactions between defects.
3. Electrons, holes and other charged defects are negligible.
4. The steam is an ideal gas in equilibrium with the crystal, and the work of expanding the crystal against $p$ is negligible.

The algebra uses atomic units with $k_B=1$, so that $\theta=k_BT$ is an energy. Numerical energies are in eV. The standard pressure is $p^\circ=1$ bar.

**Theorem.** Let $\Delta G^\circ$ be the standard free energy of the reaction per water molecule, without the entropy of distributing defects over sites, and let

$$K=e^{-\Delta G^\circ/\theta},\qquad \kappa=K\,\frac{p}{p^\circ}.$$

In a large crystal the proton number per formula unit is

$$\boxed{h=\frac{A(6-A)}{3+\sqrt{9+\left(\dfrac4\kappa-1\right)A(6-A)}}}$$

The proof needs the balances, the pressure dependence of $\kappa$, and the law of mass action.

## Lemma 1: the balances

**Lemma 1.** $v=(A-h)/2$ and $o=(6-A-h)/2$.

*Proof.* Neutrality requires $h+2v=A$, which gives $v$. Every oxygen site holds a hydroxyl, a vacancy or an oxide ion, so $h+v+o=3$. Hence

$$o=3-h-\frac{A-h}{2}=\frac{6-2h-A+h}{2}=\frac{6-A-h}{2}.\qquad\blacksquare$$

Since $v\ge0$, the proton number cannot exceed $A$. At $h=A$ there remain $o=3-A$ oxide ions, a positive number by assumption 1. Vacancies, not oxide ions, therefore set the limit of hydration.

## Lemma 2: how steam enters

**Lemma 2.** The chemical potential of the steam is $\mu=\mu^\circ(\theta)+\theta\ln(p/p^\circ)$, and each absorbed molecule contributes a factor $\kappa=Kp/p^\circ$ to the weight of an arrangement.

*Proof.* Let $n$ molecules of mass $m$ occupy a volume $\Omega$. With the thermal wavelength $\lambda=\sqrt{2\pi/(m\theta)}$ and the partition function $z$ of the internal motion, the gas has $Z=(\Omega z/\lambda^3)^n/n!$. For large $n$, $\ln n!\approx n\ln n-n$, so

$$F=-\theta\ln Z=-\theta\left[n\ln\frac{\Omega z}{\lambda^3}-n\ln n+n\right].$$

Differentiating, and noting that the derivative of $-n\ln n+n$ is $-\ln n$,

$$\mu=\frac{\partial F}{\partial n}=\theta\ln\frac{n\lambda^3}{\Omega z}=\theta\ln\frac{p\lambda^3}{\theta z},$$

where the last step uses $p\Omega=n\theta$. Splitting $p=p^\circ(p/p^\circ)$ gives the first claim, with $\mu^\circ=\theta\ln[p^\circ\lambda^3/(\theta z)]$.

Let $g_c$ be the change in free energy of the crystal when one vacancy and one oxide ion at given places become two hydroxyls. Taking the molecule from the gas changes the free energy of the gas by $-\mu$, so the total change is $g_c-\mu$ and the weight factor is

$$e^{-(g_c-\mu)/\theta}=e^{-(g_c-\mu^\circ)/\theta}\,\frac{p}{p^\circ}.$$

With $\Delta G^\circ=g_c-\mu^\circ$ this is $\kappa$. $\blacksquare$

**Remark.** A proton may have $r$ equivalent orientations around its oxygen. If $g_c$ refers to one orientation of each hydroxyl, summing over orientations multiplies the factor by $r^2$, because two hydroxyls are formed. This factor belongs in $K$: it adds $2\ln r$ to the reaction entropy in units of $k_B$ and leaves the form of the theorem unchanged.

## Lemma 3: mass action from counting

**Lemma 3.** In the limit of a large crystal, $h^2=\kappa\,v\,o$.

*Proof.* Let the crystal have $N$ formula units, $M=3N$ oxygen sites and an even number $N_A=AN$ of acceptors. After $w$ molecules have entered,

$$N_{\rm OH}=2w,\quad N_V=\frac{N_A}{2}-w,\quad N_O=M-\frac{N_A}{2}-w.$$

The weight of all arrangements with this $w$ is

$$W(w)=\frac{M!}{N_{\rm OH}!\,N_V!\,N_O!}\,\kappa^w.$$

One more molecule raises $N_{\rm OH}$ by two and lowers $N_V$ and $N_O$ by one each. Therefore

$$\frac{W(w+1)}{W(w)}=\frac{\kappa N_VN_O}{(2w+1)(2w+2)}.\tag{1}$$

Multiply (1) by $(2w+1)(2w+2)W(w)$ and sum over $w$. On the left, $2w+2$ is the number of hydroxyls after the step, so the sum is that of $N_{\rm OH}(N_{\rm OH}-1)W$. The missing term $w=0$ vanishes there, and on the right the last term vanishes because $N_V=0$. Division by $\sum W$ gives, for any size of crystal,

$$\langle N_{\rm OH}(N_{\rm OH}-1)\rangle=\kappa\langle N_VN_O\rangle.\tag{2}$$

Let $\sigma^2$ be the variance of $w$, and let $h,v,o$ denote means divided by $N$. Then $\langle N_{\rm OH}^2\rangle=N^2h^2+4\sigma^2$. Since $N_V$ and $N_O$ both fall by one when $w$ rises by one, their covariance is $+\sigma^2$. Equation (2) becomes

$$h^2-\kappa vo=\frac hN+\frac{(\kappa-4)\sigma^2}{N^2}.\tag{3}$$

It remains to bound $\sigma^2$. When $w$ rises by one, the ratio (1) falls: its denominator grows and $N_O$ shrinks, while $N_V\to N_V-1$ alone changes its logarithm by $\ln(1-1/N_V)\le-1/N_V\le-2/N_A$. Let $w_*$ be the position of the largest weight. Multiplying $k$ successive ratios away from $w_*$ on either side gives $W(w_*\pm k)\le W(w_*)e^{-k(k-1)/N_A}$. The sum of $k^2e^{-k(k-1)/N_A}$ grows no faster than $N_A^{3/2}$, and $\sum W\ge W(w_*)$, so $\sigma^2$ grows no faster than $N^{3/2}$. The right side of (3) thus tends to zero. $\blacksquare$

**Remark.** Equation (2) explains the contrast with the opening example. To leave the crystal as water, a proton needs a second proton. In a crystal with a single pair, the partner is the one that came in with it, and the proton number is linear in $p$. In a large crystal many protons are present and any two can recombine, so the number of possible pairs grows as $h^2$. The square-root law needs $Nh\gg1$, that is, many protons in the crystal as a whole, even if $h$ is small.

## Proof of the theorem

Inserting Lemma 1 in Lemma 3 and multiplying by four gives

$$4h^2=\kappa(A-h)(6-A-h).\tag{4}$$

Define $f(h)=\kappa(A-h)(6-A-h)-4h^2$ on $0\le h\le A$. As $6-A>A$, both brackets are positive for $h<A$ and decrease with $h$, while $4h^2$ increases. So $f$ falls strictly from $\kappa A(6-A)>0$ to $-4A^2<0$, and (4) has one root in the interval. The means of finite crystals make $f$ tend to zero by (3), hence they converge to this root.

To find it, write $P=A(6-A)$. The product of brackets is

$$(A-h)(6-A-h)=P-[A+(6-A)]h+h^2=P-6h+h^2.$$

Division of (4) by $\kappa h^2$ gives $4/\kappa=P/h^2-6/h+1$. With $y=1/h$,

$$Py^2-6y+1-\frac4\kappa=0,\qquad y=\frac{3\pm\sqrt{9+(4/\kappa-1)P}}{P}.$$

The radicand is positive, because $9-P=(3-A)^2$ makes it equal to $(3-A)^2+4P/\kappa$. A physical root has $h<A$, hence $y>1/A$. The lower sign gives $y<3/P=3/[A(6-A)]$, which is less than $1/A$ since $6-A>3$. The upper sign is therefore the physical one, and $h=1/y$ is the stated formula. $\blacksquare$

Solving for $1/h$ rather than $h$ also avoids a division by $4-\kappa$, so nothing special happens at $\kappa=4$.

## Consequences

**Dry limit.** For $\kappa\ll4P/9$ the term $4P/\kappa$ dominates the radicand and its root dominates the denominator, so

$$h\approx\frac{P}{2\sqrt{P/\kappa}}=\frac12\sqrt{\kappa A(6-A)}\propto\sqrt p.$$

Here the vacancies remain near $A/2$ and act as a fixed reservoir. The law is approached slowly: the neglected 3 in the denominator makes it too high by a fraction of about $\sqrt{9\kappa/(4P)}$, still 10% when $\kappa$ is a hundredth of $4P/9$.

**Wet limit.** As $h\to A$, replace $h$ by $A$ in (4) except in the small factor $A-h$:

$$A-h\approx\frac{4A^2}{\kappa(6-2A)}=\frac{2A^2}{\kappa(3-A)}.$$

This requires the result to be much smaller than both $A$ and $6-2A$, because $h$ was replaced by $A$ in $4h^2$ and in $6-A-h$. The few remaining vacancies, $v=(A-h)/2$, disappear as $1/p$.

**Local slope.** Taking the logarithm of (4),

$$\ln\kappa=\ln4+2\ln h-\ln(A-h)-\ln(6-A-h).$$

Differentiating with respect to $\ln h$ at fixed $A$, and inverting,

$$s\equiv\frac{\partial\ln h}{\partial\ln p}=\left[2+\frac{h}{A-h}+\frac{h}{6-A-h}\right]^{-1}.\tag{5}$$

The slope lies between 0 and $\tfrac12$. If $\Delta G^\circ=\Delta H-T\Delta S$ with constant $\Delta H$ and $\Delta S$, then $\ln\kappa$ contains $-\Delta H/\theta$, and at fixed pressure

$$\frac{\partial\ln h}{\partial(1/\theta)}=-s\,\Delta H.$$

An Arrhenius plot of the proton content thus shows the apparent enthalpy $s\Delta H$, at most half of $\Delta H$ in size.

**Half hydration.** Setting $h=A/2$ in (4) gives $A^2=\kappa\,(A/2)(6-3A/2)$, so

$$\kappa_{1/2}=\frac{2A}{6-3A/2}=\frac{4A}{12-3A}.$$

With $k_B$ restored, $\ln(\kappa_{1/2}p^\circ/p)=-\Delta H/(k_BT)+\Delta S/k_B$. Solving for $T$,

$$T_{1/2}=\frac{-\Delta H}{k_B\ln(\kappa_{1/2}p^\circ/p)-\Delta S}.$$

For $\Delta H<0$ and a positive denominator, more steam raises $T_{1/2}$. More acceptors at the same $\Delta H$ and $\Delta S$ lower it, since $\kappa_{1/2}$ grows with $A$.

**Constant oxide number.** If $o$ is replaced by 3, mass action reads $h^2=3\kappa(A-h)/2$, or $2h^2+3\kappa h-3\kappa A=0$, with positive root

$$h_3=\frac{-3\kappa+\sqrt{9\kappa^2+24\kappa A}}{4}.$$

It satisfies $4h_3^2=6\kappa(A-h_3)>\kappa(A-h_3)(6-A-h_3)$. So $f(h_3)<0$, and since $f$ decreases, $h_3>h$: this approximation overestimates the proton content.

## When holes are present

In oxygen, vacancies can also be filled by oxidation, $\tfrac12\mathrm{O_2}+\text{vacancy}\rightleftharpoons\text{oxide ion}+2\,\text{holes}$. Let there be $c$ holes per formula unit, dilute and not occupying oxygen sites in the count. Their mass-action law is $c^2o/v=q$, where $q$ depends on temperature and oxygen pressure. Neutrality is now

$$h+2v+c=A,\qquad\text{or}\qquad h+2v=A-c.$$

The site balance and hydration law are unchanged. The theorem therefore holds with $A$ replaced by $A-c$: holes use up part of the acceptor charge. But $c=\sqrt{qv/o}$ itself depends on $h$, so the formula is no longer an explicit function of steam pressure. The two equilibria must be solved together.

For small $c$ the loss of protons follows from differentiating the logarithm of (4) at fixed $\kappa$:

$$\frac{\partial h}{\partial A}=s\,h\left[\frac1{A-h}-\frac1{6-A-h}\right].\tag{6}$$

## A worked example

Take a model oxide with $A=0.20$, $\Delta H=-0.80$ eV, $\Delta S=-0.0012$ eV/K and a cubic cell of edge 4.2 Å holding one formula unit. These are chosen round parameters. At $T=600$ K, $k_BT=0.05170$ eV. The steam pressure is 0.02 bar. Then

$$\Delta G^\circ=-0.80+600(0.0012)=-0.080\ \text{eV},$$

$$K=e^{0.080/0.05170}=4.70,\qquad\kappa=0.02K=0.0940.$$

With $P=0.20\times5.80=1.16$,

$$h=\frac{1.16}{3+\sqrt{9+(4/0.0940-1)\,1.16}}=0.110.$$

About 55% of the possible protons are present. The balances give $v=0.0451$ and $o=2.845$. Dividing $h$ by the cell volume gives $1.48\times10^{-3}$ Å$^{-3}$, or $1.48\times10^{21}$ cm$^{-3}$.

Equation (5) gives $s=0.309$, well below one half, because hydration has already consumed about half of the vacancies. The apparent enthalpy is $0.309\times(-0.80)=-0.247$ eV. Reading it as the reaction enthalpy would understate the binding of water by a factor of about three.

Half hydration needs $\kappa_{1/2}=0.80/11.4=0.0702$, and

$$T_{1/2}=\frac{0.80}{(0.05170/600)\ln(0.0702/0.02)+0.0012}\approx612\ \text{K}.$$

At 600 K the formula gives this isotherm:

| $p$ (bar) | $h$ | $s$ |
|---|---|---|
| $10^{-6}$ | 0.00116 | 0.498 |
| $10^{-4}$ | 0.0113 | 0.485 |
| $10^{-2}$ | 0.0871 | 0.359 |
| $1$ | 0.194 | 0.028 |

The first hundredfold rise in pressure multiplies $h$ by nearly ten, as the square-root law requires. The last little more than doubles it, since $h$ approaches its ceiling of 0.20.

At 0.02 bar the proton content falls with temperature. The table holds $\Delta H$ and $\Delta S$ constant. In a real oxide both vary with $T$ through the difference in heat capacity between steam and absorbed water, and this shifts the entries far from 600 K. With $\Delta H$ and $\Delta S$ fixed at 600 K, the heat capacity of steam alone would lower the 1000 K value from 0.0073 to about 0.0057. The vibrations of the absorbed water in the crystal act in the opposite direction.

| $T$ (K) | $h$ |
|---|---|
| 400 | 0.200 |
| 500 | 0.188 |
| 600 | 0.110 |
| 800 | 0.0224 |
| 1000 | 0.0073 |

The reaction releases heat ($\Delta H<0$), so heating at fixed steam pressure lowers $K$ and drives water out. These are equilibrium values; at low temperature a real crystal may take up water too slowly to reach them.

The constant-oxide approximation gives $h_3=0.1116$, which is 1.65% above $h$. The size follows from the slope: using 3 in place of $o=2.845$ acts like raising $\kappa$ by the factor $3/2.845$, and $0.309\ln(3/2.845)\approx0.016$.

For holes, choose $q=10^{-4}$. Solving the two equilibria and the balances by bracketing the root in $v$ gives $c=0.00125$ and $h=0.1093$. The loss of about 0.0005 protons per formula unit is smaller than $c$. Equation (6) shows why: here $\partial h/\partial A\approx0.37$, and the remainder of the lost acceptor charge is taken from the vacancies.

Under these conditions the size of the crystal matters little once it holds hundreds of formula units. Summing the weights $W(w)$ directly at the same $A$ and $\kappa$ gives a mean $h$ that differs from the theorem by $2.5\times10^{-4}$ for 500 formula units and by $2.5\times10^{-5}$ for 5000. The tenfold drop is that of a correction proportional to $1/N$.

## Where the theorem fails

If acceptors bind vacancies or hydroxyls, arrangements with the same $w$ no longer have equal weight, and the factorials in Lemma 3 do not count them correctly. The same holds for inequivalent oxygen sites and for repulsion between defects at high doping. A fit of the formula to data may then yield a $K$ that varies with $A$ or with $h$; such a $K$ is an effective quantity, not the constant of the theorem. If the charge carried by other defects is no longer small compared with $A$, the neutrality condition must include it, as it did for holes.

All numerical values are calculated from the stated model.
